# Oxygen Exchange into a Thick Oxide: Two Derivations of the Profile: verification in Python

```python
"""
Oxygen exchange into a semi-infinite oxide after a small gas-pressure step.
Result under test, for the normalized oxygen change u(x,t):
  u = erfc(x/2L) - exp(h x + h^2 D t) erfc(x/2L + h L)
D: chemical diffusion coefficient, k: surface exchange coefficient,
h = k/D, L = sqrt(D t), eta = h L. The governing problem is
  u_t = D u_xx,  -D u_x(0,t) = k (1-u(0,t)),  u(x,0) = 0.
Internal units are cm and s. Material inputs are rough typical values for
a lanthanum strontium cobalt ferrite at 973 K.
"""
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad, solve_ivp, trapezoid
from scipy.optimize import brentq
from scipy.special import erfc, erfcx

D = 5e-6
k = 2e-4
time = 100.0
temperature = 973.0
half_thickness = 0.1
vacancy_start, vacancy_end = 0.055, 0.050
lattice_nm = 0.39
pressure_end = 160.0
energy_D, energy_k = 0.9, 1.3
temperature_error = 10.0
flush_time = 3.0
gas_diffusivity, gas_layer = 1.5, 0.5
late_time = 1000.0
h = k / D
L = np.sqrt(D * time)
eta = h * L
micron = 1e4


def profile(x, t, diff=D, exch=k):
    """Closed form, with the growing exponential combined analytically."""
    length = np.sqrt(diff * t)
    a = x / (2 * length)
    return erfc(a) - np.exp(-a**2) * erfcx(a + exch * length / diff)


def uptake(t, diff=D, exch=k):
    """Oxygen uptake per area divided by the concentration step, in cm."""
    s = exch * np.sqrt(t / diff)
    return diff / exch * (erfcx(s) - 1 + 2 * s / np.sqrt(np.pi))


def simulate(length, end, nodes, rate_q=0.0, diff_q=0.0, flush=0.0):
    """Finite-volume solution with exchange at x=0 and a closed far face."""
    x = np.linspace(0, length, nodes)
    dx = x[1] - x[0]

    def rhs(t, u):
        ambient = 1 - np.exp(-t / flush) if flush else 1.0
        gap = ambient - u[0]
        inflow = k * gap * (1 + rate_q * gap / 2)
        middle = (u[1:] + u[:-1]) / 2
        flux = -D * (1 + diff_q * (1 - middle)) * np.diff(u) / dx
        du = np.empty_like(u)
        du[0] = 2 * (inflow - flux[0]) / dx
        du[1:-1] = (flux[:-1] - flux[1:]) / dx
        du[-1] = 2 * flux[-1] / dx
        return du

    run = solve_ivp(rhs, (0, end), np.zeros(nodes), method="LSODA",
                    t_eval=[end], rtol=1e-8, atol=1e-10, lband=1, uband=1)
    assert run.success
    u = run.y[:, -1]
    return x, u, trapezoid(u, x)


# The closed form against a direct numerical solution of the problem.
deep, nodes = 0.3, 2001
x_num, u_num, m_num = simulate(deep, time, nodes)
profile_error = np.max(np.abs(u_num - profile(x_num, time)))
assert profile_error < 2e-4
assert abs(m_num / uptake(time) - 1) < 3e-4

# Differential equation and boundary condition by high-precision derivatives.
mp.mp.dps = 30
d_mp, h_mp = mp.mpf("0.7"), mp.mpf("1.3")


def u_mp(x, t):
    root = mp.sqrt(d_mp * t)
    return (mp.erfc(x / (2 * root)) - mp.exp(h_mp * x + h_mp**2 * d_mp * t)
            * mp.erfc(x / (2 * root) + h_mp * root))


for xp, tp in ((0.2, 0.5), (1.1, 0.9), (2.3, 2.0)):
    point = (mp.mpf(xp), mp.mpf(tp))
    residual = mp.diff(u_mp, point, (0, 1)) - d_mp * mp.diff(u_mp, point, (2, 0))
    assert abs(residual) < 1e-12
    slope = mp.diff(lambda y: u_mp(y, point[1]), 0)
    assert abs(slope + h_mp * (1 - u_mp(mp.mpf(0), point[1]))) < 1e-12

# Average over fixed-surface profiles with exponentially distributed shifts.
for x in (0.0, 0.01, 0.04):
    average = quad(lambda s: np.exp(-s) * erfc((x + s / h) / (2 * L)),
                   0, np.inf, epsabs=1e-11)[0]
    assert abs(average - profile(x, time)) < 1e-8

# Uptake from the stored oxygen and from the time-integrated surface flux.
stored = quad(lambda x: profile(x, time), 0, deep, epsabs=1e-12)[0]
entered = quad(lambda s: 2 * s * k * (1 - profile(0.0, s * s)),
               0, np.sqrt(time), epsabs=1e-12)[0]
assert abs(stored / uptake(time) - 1) < 1e-7
assert abs(entered / uptake(time) - 1) < 1e-7

# Energy identity for a difference of solutions, which has no gas source.
x_fine = np.linspace(0, 0.4, 8001)


def difference(t):
    return profile(x_fine, t + 50) - profile(x_fine, t)


def energy(t):
    return trapezoid(difference(t)**2, x_fine) / 2


energy_rate = (energy(time + 0.1) - energy(time - 0.1)) / 0.2
g = difference(time)
g_x = np.gradient(g, x_fine, edge_order=2)
loss = D * trapezoid(g_x**2, x_fine) + k * g[0]**2
assert energy_rate < 0 and abs(energy_rate / loss + 1) < 2e-4

# Short-time and long-time limits, including the extra-depth picture.
small, large = 0.01, 30.0
t_small, t_large = (small / h)**2 / D, (large / h)**2 / D
assert abs(profile(0.0, t_small) - 2*small/np.sqrt(np.pi) + small**2) < small**3
assert abs(uptake(t_small) / (k * t_small) - 1) < small
long_law = 2 * np.sqrt(D * t_large / np.pi) - D / k
assert abs(uptake(t_large) - long_law) * h < 1 / large
for scaled_x in (0.0, 1.0, 2.0):
    x = scaled_x * large / h
    shifted = erfc((x + 1 / h) * h / (2 * large))
    assert abs(profile(x, t_large) - shifted) < 0.5 / large**2
assert 1 - profile(0.0, t_large) > 10 / large**2

# Expansion of the two-vacancy exchange law about the final equilibrium.
occupied_ratio = vacancy_end / (3 - vacancy_end)
back_constant = pressure_end * occupied_ratio**2


def net_rate(v, p=pressure_end):
    return p * v**2 - back_constant * (3 - v)**2


step = vacancy_start - vacancy_end
q = step / vacancy_end
rate_q = q * (1 - occupied_ratio)
rate_slope = (net_rate(vacancy_end + 1e-5) - net_rate(vacancy_end - 1e-5)) / 2e-5
expanded = rate_slope * step * (1 + rate_q / 2)
assert abs(net_rate(vacancy_start) / expanded - 1) < 1e-7
pressure_start = brentq(lambda p: net_rate(vacancy_start, p), 1, pressure_end)

# Time at which the surface has made half of its change.
eta_half = brentq(lambda s: erfcx(s) - 0.5, 0.1, 2)
time_half = eta_half**2 * D / k**2
assert abs(simulate(deep, time_half, nodes)[1][0] - 0.5) < 2e-4

# Neglected effects: percent changes of surface value and of uptake.
surface, depth = profile(0.0, time), uptake(time)
effects = {}


def record(name, new_surface, new_depth, old_surface=surface, old_depth=depth):
    effects[name] = (100 * (new_surface / old_surface - 1),
                     100 * (new_depth / old_depth - 1))


_, u_rate, m_rate = simulate(deep, time, nodes, rate_q=rate_q)
record("rate-law curvature", u_rate[0], m_rate, u_num[0], m_num)
_, _, m_half = simulate(deep, time, nodes, rate_q=rate_q / 2)
assert abs((m_rate - m_num) / (m_half - m_num) - 2) < 0.1
_, u_diff, m_diff = simulate(deep, time, nodes, diff_q=q)
record("D proportional to vacancies", u_diff[0], m_diff, u_num[0], m_num)

_, u_flush, m_flush = simulate(deep, time, nodes, flush=flush_time)
record("gas flushing time", u_flush[0], m_flush, u_num[0], m_num)
delayed = quad(lambda s: np.exp(-s / flush_time) / flush_time
               * profile(0.0, time - s), 0, time, points=[5, 20], limit=200)[0]
assert abs(delayed - u_flush[0]) < 3e-4

concentration_step = step / (lattice_nm * 1e-7)**3
first_flux = k * concentration_step
gas_step = ((pressure_end - pressure_start) * constants.torr
            / (constants.k * temperature) * 1e-6)
gas_flux = 2 * gas_diffusivity * gas_step / gas_layer
film_ratio = first_flux / gas_flux
k_film = k / (1 + film_ratio)
record("gas-film resistance", profile(0.0, time, D, k_film),
       uptake(time, D, k_film))

boltzmann_ev = constants.k / constants.e
inverse_shift = (1 / temperature - 1 / (temperature + temperature_error)) / boltzmann_ev
D_hot, k_hot = D * np.exp(energy_D * inverse_shift), k * np.exp(energy_k * inverse_shift)
record("temperature +10 K", profile(0.0, time, D_hot, k_hot),
       uptake(time, D_hot, k_hot))


def slab_uptake(t):
    """Uptake per face from the eigenfunctions of the finite slab."""
    biot = half_thickness * h
    total = 0.0
    for n in range(60):
        b = brentq(lambda y: y * np.sin(y) - biot * np.cos(y),
                   n * np.pi, (n + 0.5) * np.pi)
        total += (2 * biot**2 * np.exp(-b*b * D * t / half_thickness**2)
                  / (b*b * (b*b + biot**2 + biot)))
    return half_thickness * (1 - total)


for label, t in (("finite thickness, 100 s", time),
                 ("finite thickness, 1000 s", late_time)):
    _, u_slab, m_slab = simulate(half_thickness, t, 1001)
    assert abs(m_slab / slab_uptake(t) - 1) < 3e-4
    record(label, u_slab[0], slab_uptake(t), profile(0.0, t), uptake(t))

print(f"Temperature: {temperature:.0f} K")
print(f"Diffusion coefficient D: {D:.1e} cm^2/s")
print(f"Exchange coefficient k: {k:.1e} cm/s")
print(f"Observation time: {time:.0f} s")
print(f"Pellet thickness: {2 * half_thickness * micron:.0f} um")
print(f"Vacancies per formula unit, start: {vacancy_start:.3f}")
print(f"Vacancies per formula unit, end: {vacancy_end:.3f}")
print(f"Oxygen pressure, start (model): {pressure_start:.1f} Torr")
print(f"Oxygen pressure, end: {pressure_end:.1f} Torr")
print(f"Cubic cell edge: {lattice_nm:.2f} nm")
print(f"k/D: {h:.1f} 1/cm")
print(f"D/k: {micron / h:.1f} um")
print(f"sqrt(Dt): {L * micron:.1f} um")
print(f"eta = k sqrt(t/D): {eta:.4f} (no unit)")
print(f"erfcx(eta): {erfcx(eta):.4f} (no unit)")
print("Profile: depth um | first term | subtracted term | u | numerical u")
for x in (0.0, 0.01, 0.02, 0.04, 0.06):
    first = erfc(x / (2 * L))
    second = np.exp(h*x + eta**2) * erfc(x / (2*L) + eta)
    numerical = np.interp(x, x_num, u_num)
    print(f"  {x*micron:.0f} | {first:.4f} | {second:.4f} | "
          f"{first-second:.4f} | {numerical:.4f}")
print(f"Largest profile difference, formula - numerical: {profile_error:.1e}")
print(f"eta at surface half-change: {eta_half:.4f} (no unit)")
print(f"Surface half-change time: {time_half:.1f} s")
print(f"Uptake depth M: {depth * micron:.2f} um")
print(f"Short-time estimate kt: {k * time * micron:.1f} um")
print(f"Fixed-surface uptake depth: {2*L/np.sqrt(np.pi)*micron:.1f} um")
print(f"Oxygen concentration step: {concentration_step:.3e} atoms/cm^3")
print(f"Oxygen uptake per face: {concentration_step * depth:.3e} atoms/cm^2")
print(f"Initial oxygen flux: {first_flux:.3e} atoms/(cm^2 s)")
print(f"Activation energies of D, k: {energy_D:.1f}, {energy_k:.1f} eV")
print(f"Gas flushing time: {flush_time:.1f} s")
print(f"Gas diffusivity: {gas_diffusivity:.1f} cm^2/s")
print(f"Stagnant gas layer: {gas_layer:.1f} cm")
print(f"Initial flux / largest gas-film flux: {film_ratio:.4f} (no unit)")
print("Neglected effect: change of surface u, change of uptake")
for name, (ds, dm) in effects.items():
    print(f"  {name}: {ds:+.2f} %, {dm:+.2f} %")
at_time = {n: e for n, e in effects.items() if "1000 s" not in n}
largest = max(at_time, key=lambda n: abs(at_time[n][1]))
print(f"Largest uptake effect at {time:.0f} s: {largest}")
print("success")
```

It prints:

```
Temperature: 973 K
Diffusion coefficient D: 5.0e-06 cm^2/s
Exchange coefficient k: 2.0e-04 cm/s
Observation time: 100 s
Pellet thickness: 2000 um
Vacancies per formula unit, start: 0.055
Vacancies per formula unit, end: 0.050
Oxygen pressure, start (model): 131.8 Torr
Oxygen pressure, end: 160.0 Torr
Cubic cell edge: 0.39 nm
k/D: 40.0 1/cm
D/k: 250.0 um
sqrt(Dt): 223.6 um
eta = k sqrt(t/D): 0.8944 (no unit)
erfcx(eta): 0.4582 (no unit)
Profile: depth um | first term | subtracted term | u | numerical u
  0 | 1.0000 | 0.4582 | 0.5418 | 0.5418
  100 | 0.7518 | 0.3780 | 0.3738 | 0.3738
  200 | 0.5271 | 0.2862 | 0.2409 | 0.2409
  400 | 0.2059 | 0.1258 | 0.0801 | 0.0801
  600 | 0.0578 | 0.0384 | 0.0194 | 0.0194
Largest profile difference, formula - numerical: 3.4e-07
eta at surface half-change: 0.7691 (no unit)
Surface half-change time: 73.9 s
Uptake depth M: 116.87 um
Short-time estimate kt: 200.0 um
Fixed-surface uptake depth: 252.3 um
Oxygen concentration step: 8.429e+19 atoms/cm^3
Oxygen uptake per face: 9.851e+17 atoms/cm^2
Initial oxygen flux: 1.686e+16 atoms/(cm^2 s)
Activation energies of D, k: 0.9, 1.3 eV
Gas flushing time: 3.0 s
Gas diffusivity: 1.5 cm^2/s
Stagnant gas layer: 0.5 cm
Initial flux / largest gas-film flux: 0.0100 (no unit)
Neglected effect: change of surface u, change of uptake
  rate-law curvature: +1.27 %, +1.60 %
  D proportional to vacancies: -1.60 %, +1.50 %
  gas flushing time: -0.79 %, -2.37 %
  gas-film resistance: -0.51 %, -0.57 %
  temperature +10 K: +5.23 %, +11.83 %
  finite thickness, 100 s: +0.00 %, -0.00 %
  finite thickness, 1000 s: +2.74 %, -1.94 %
Largest uptake effect at 100 s: temperature +10 K
success
```
